# Why a capped metal film can yield backwards while still in tension

**Question.** A metal film on a substrate, covered by a hard cap, is stretched until it flows and is then unloaded. Why can it start to flow backwards before its tension has gone, when does this happen, and what does the cap contribute?

## What slip leaves behind

Let the film have thickness $h$, with $x$ along it and $y$ normal to it. It deforms in plane strain, so nothing stretches along the third axis. Slip runs on parallel planes inclined at $\varphi$ to the film and a distance $w$ apart along $x$. Each plane has length $L=h/\sin\varphi$ between the two interfaces, which dislocations cannot cross. Film, substrate and cap share one shear modulus $\mu$ and one Poisson ratio $\nu$.

A tensile film stress $\sigma$ acts on the slip plane as a shear stress. With $\mathbf t=(\cos\varphi,\sin\varphi)$ along the plane and $\mathbf n=(-\sin\varphi,\cos\varphi)$ normal to it, the shear component has magnitude

$$\tau=m\sigma,\qquad m=\sin\varphi\cos\varphi .$$

I count shear stress and slip as positive in the sense driven by tension. Slip also meets a friction stress $\tau_f$, which opposes motion in either direction; referred to the film stress it is $\sigma_f=\tau_f/m$.

Where slip stops at an interface, the material beyond has not slipped, and the boundary between the two is a dislocation. The two ends of a plane carry opposite signs. Let $s$ be the position along the plane, measured from its centre, and call a dislocation positive if positive stress pushes it towards $+s$. An edge dislocation of strength $b$ at $s_0$ produces on its own plane the shear stress

$$\frac{\mu b}{2\pi(1-\nu)}\,\frac{1}{s-s_0}.$$

Forward slip by $b$ leaves $+b$ at $s=L/2$ and $-b$ at $s=-L/2$. At the centre each contributes $-\mu b/[\pi(1-\nu)L]$, so together they give

$$-\frac{2\mu b}{\pi(1-\nu)L}.$$

The minus sign is the mechanism. The stored pair opposes the slip that made it, and the same stress pushes in the direction of reverse slip. It does not change sign when the load is reduced, because it depends on the stored dislocations and not on the load.

## Back stress of one plane

Many dislocations can be treated as a continuous slip $d(s)$. The dislocation content per length is $-d'(s)$, positive near $+L/2$, where slip falls to zero. The internal stress is then

$$\tau_{\rm int}(s)=\frac{\mu}{2\pi(1-\nu)}\,\mathrm{PV}\!\int_{-a}^{a}\frac{-d'(s')}{s-s'}\,ds',\qquad a=\frac L2,$$

where PV denotes the principal value. While the whole plane flows, $\tau+\tau_{\rm int}=\tau_f$ everywhere on it, so $\tau_{\rm int}$ must be uniform. Try $d=C\sqrt{a^2-s^2}$, for which $-d'=Cs/\sqrt{a^2-s^2}$. Since

$$\frac{s'}{s-s'}=-1+\frac{s}{s-s'},$$

the integral splits into two parts. The first is $-C\int ds'/\sqrt{a^2-s'^2}=-\pi C$. The second is $Cs$ times

$$I=\mathrm{PV}\!\int_{-a}^{a}\frac{ds'}{\sqrt{a^2-s'^2}\,(s-s')} .$$

Put $s'=a\sin\theta$. The integrand becomes $1/(s-a\sin\theta)$, and its integral over $-\pi/2<\theta<\pi/2$ is half that over a full period. With $u=\tan(\theta/2)$,

$$I=\mathrm{PV}\!\int_{-\infty}^{\infty}\frac{du}{s(1+u^2)-2au}
=\frac{1}{s(u_1-u_2)}\,\mathrm{PV}\!\int_{-\infty}^{\infty}\left[\frac1{u-u_1}-\frac1{u-u_2}\right]du .$$

For $0<|s|<a$ the roots $u_1,u_2$ are real and distinct. The antiderivative $\ln|(u-u_1)/(u-u_2)|$ vanishes at both infinities, and the principal value cancels the two sides of each pole. Hence $I=0$. At $s=0$ the second part is absent by symmetry.

Therefore $\tau_{\rm int}=-\mu C/[2(1-\nu)]$, which is uniform as required, and the flow condition fixes $C$:

$$d(s)=\frac{2(1-\nu)(\tau-\tau_f)}{\mu}\sqrt{\frac{L^2}{4}-s^2}.$$

The area under the square root is a half-disc, $\pi L^2/8$. Dividing by $L$ gives the mean slip

$$\bar d=\frac{\pi(1-\nu)L}{4\mu}(\tau-\tau_f),$$

so that

$$\tau-\tau_f=k_{\rm iso}\bar d,\qquad k_{\rm iso}=\frac{4\mu}{\pi(1-\nu)L}.$$

The back stress is proportional to stored slip and, at fixed slip, inversely proportional to the length of the plane.

## Many planes, and which stress is meant

With many planes, slip also lowers the mean film stress. This ordinary relaxation must not be counted as back stress.

A line along $x$ meets one plane in every length $w$, and each crossing adds an elongation $d\cos\varphi$. The mean plastic strain is therefore

$$\varepsilon_p=\frac{\bar d\cos\varphi}{w}.$$

The thick substrate imposes a total strain $\varepsilon$. Averaged along $x$, $\sigma_{yy}$ and $\sigma_{xy}$ vanish at every height, because the surface is free and forces balance. Plane-strain elasticity then gives

$$\sigma=M(\varepsilon-\varepsilon_p),\qquad M=\frac{2\mu}{1-\nu}.$$

Let $\tau_0=mM\varepsilon$ be the shear stress that the strain would cause without slip. By linearity, a slip distribution that balances a uniform stress scales with that stress:

$$\tau_0-\tau_f=k_{\rm tot}\bar d .$$

Multiplying the film-stress law by $m$ gives $m\sigma=\tau_0-(mM\cos\varphi/w)\bar d$. Subtracting $\tau_f$ and inserting the previous line,

$$m\sigma-\tau_f=k\bar d,\qquad k=k_{\rm tot}-\frac{mM\cos\varphi}{w}.$$

This $k$ measures the back stress against the actual mean film stress. I define $\sigma_b=k\bar d/m$.

Its sign follows from energy. Building up the slip stores $\tfrac12k_{\rm tot}\bar d^2L$ per plane and unit depth. Elastic energy density is a convex function of stress, so averaging the stress along $x$ cannot raise the energy. The averaged stress is $-M\varepsilon_p(y)$ in the film, and replacing $\varepsilon_p(y)$ by its mean over the height cannot raise the energy either. Thus

$$\tfrac12k_{\rm tot}\bar d^2L\ \ge\ \tfrac12Mwh\left(\frac{\bar d\cos\varphi}{w}\right)^2 .$$

Dividing by $\tfrac12\bar d^2L$ and using $h/L=\sin\varphi$ gives $k_{\rm tot}\ge M\sin\varphi\cos^2\varphi/w=mM\cos\varphi/w$, which is $k\ge0$. The back stress comes from the nonuniform part of the stress field. Smeared-out uniform slip would have none.

## The reversal

At the end of loading, with the whole plane flowing,

$$\sigma_{\max}=\sigma_f+\sigma_b .$$

Now reduce the strain. Friction first holds the slip fixed, so the stored dislocations and their stress stay as they are. The net driving stress on the plane, $m\sigma-k\bar d$, starts at $+\tau_f$ and falls uniformly. Reverse glide begins when it reaches $-\tau_f$:

$$m\sigma_{\rm rev}-k\bar d=-\tau_f,$$

that is,

$$\boxed{\sigma_{\rm rev}=\sigma_b-\sigma_f=\sigma_{\max}-2\sigma_f .}$$

The film is still in tension at this point if and only if $\sigma_b>\sigma_f$. Early yield is therefore conditional. The elastic range remains $2\sigma_f$ wide; stored dislocations shift it towards tension.

The opposite limit shows what storage does. If the same $\sigma_{\max}$ had been reached by a rise in friction alone, with no back stress, reverse yield would wait until $-\sigma_{\max}$. If friction has risen to $\sigma_f'$ and back stress is also present, then $\sigma_{\rm rev}=\sigma_b-\sigma_f'$. Taken together with the peak stress, the reverse yield point thus separates the two kinds of hardening. It does not show where the back stress comes from: in a real film, grains that yield at different stresses also produce one.

To find the strain needed, set $k\bar d=\tau_f$ with $\bar d=(mM\varepsilon-\tau_f)/k_{\rm tot}$. Then $mM\varepsilon-\tau_f=\tau_fk_{\rm tot}/k$, and the threshold is

$$\varepsilon^*=\frac{\tau_f}{mM}\left(1+\frac{k_{\rm tot}}{k}\right).$$

Beyond $\varepsilon^*$, continued unloading follows $m\sigma=k\bar d-\tau_f$, provided the whole plane slips back together. At zero film stress the remaining slip is $\tau_f/k$. Dividing by the peak slip $m\sigma_b/k$ shows that a fraction $1-\sigma_f/\sigma_b$ has been recovered.

## A capped film in numbers

Take rough copper values, $\mu=48.0$ GPa, $\nu=0.34$ and $b=0.256$ nm, with $h=w=1000$ nm, a 50 nm cap, $\tau_f=45$ MPa and a peak strain of 0.40 %. The angle $\varphi=54.74^\circ$ is that between a {111} plane and a (001) film plane. It gives $m=0.4714$ and $L=1224.7$ nm. The other inputs to the formulas are

$$M=\frac{2(48.0)}{0.66}=145.5\ \text{GPa},\qquad \sigma_f=\frac{45}{0.4714}=95.5\ \text{MPa}.$$

For one plane far from any surface, $k_{\rm iso}=75.6$ MPa/nm. The actual film has neighbouring planes and a free surface above the cap, so $k_{\rm tot}$ was found numerically. Each plane was divided into cells of constant slip, the stresses of all the dislocations at the cell edges were summed, including those needed to free the surface, and the result was extrapolated in cell size. This gives $k_{\rm tot}=80.07$ MPa/nm. Mean relaxation accounts for 39.59 MPa/nm, leaving $k=40.48$ MPa/nm.

The strain load is $\tau_0=274.3$ MPa, so

$$\bar d=\frac{274.3-45.0}{80.07}=2.86\ \text{nm},\qquad
\sigma_b=\frac{40.48\times2.863}{0.4714}=246\ \text{MPa}.$$

The plastic strain is 0.165 %. The two yield stresses are

$$\sigma_{\max}=95.5+245.9=341\ \text{MPa},\qquad
\sigma_{\rm rev}=245.9-95.5=150\ \text{MPa}.$$

Reverse flow begins with 44 % of the peak tension still present. The threshold strain is 0.195 %, and 61 % of the peak slip is recovered by the time the film stress reaches zero.

A film strained less behaves differently. I followed a load cycle to a peak strain of 0.137 %, loading in five equal steps and unloading in finer ones, with 30 cells per plane, letting each cell slip only when its local stress exceeded friction. The film reached 145.8 MPa and was still elastic at $-40.9$ MPa; reverse slip came in the next step, of 8.5 MPa. The formula puts it at $145.8-191=-45$ MPa. The back stress was present but smaller than friction, so reverse yield had to wait for compression.

## What the cap, spacing and thickness do

Remove the cap, so that slip can leave through the top surface, and hold strain, friction, spacing and film thickness fixed. The same numerical method gives $k=19.03$ MPa/nm, less than half the capped value. The film slips further, which recovers part of the loss, and $\sigma_b=158$ MPa. The peak stress falls to 253 MPa and reverse yield to 62 MPa. The effect is weaker but has not vanished, because dislocations are still stored at the substrate. A freestanding film with both faces open would store none in this model: a plane could slide right through, and the film would yield at $\pm\sigma_f$.

Cap thickness matters too. With a very thick cap $k$ rises to 51.4 MPa/nm, so the free surface 50 nm above the film lowers the back stress per unit slip.

For plane spacing, the useful comparison is at equal plastic strain. Then $\bar d=\varepsilon_pw/\cos\varphi$, and

$$\sigma_b=\frac{kw}{m\cos\varphi}\,\varepsilon_p .$$

With thickness and cap fixed, $k$ is 33.8 MPa/nm at $w=500$ nm and 45.3 MPa/nm at 2000 nm. The product $kw$ therefore grows by a factor of 5.4. Slip concentrated on few planes stores more back stress than the same strain spread over many.

Halving the thickness at fixed $w$, cap and plastic strain raises $\sigma_b$ from 246 to 593 MPa, a factor of 2.4; reaching that state takes a larger total strain. The excess over 2 can be traced. Since $k$ is a modulus divided by a length, halving $h$ alone is the same as doubling $w$ and the cap thickness at fixed $h$, then doubling $k$. Doubling $w$ gives a factor $45.30/40.48=1.12$; the remaining 1.08 comes from the relatively thicker cap. If instead $w$ and the cap shrink in proportion to $h$, then $k\propto1/h$ and $\bar d\propto h$ at given plastic strain, and $\sigma_b$ does not depend on thickness. In this continuous-slip model, which has no length besides $h$, $w$ and the cap thickness, thinness alone therefore does not raise the back stress at a given plastic strain; the rise found above comes from a plane spacing and a cap thickness that stay fixed while the film gets thinner.

## How far the number can be trusted

A mean slip of 2.86 nm is only about eleven Burgers vectors. Each dislocation is treated here as a pure edge with its whole Burgers vector along the model's slip direction. In copper that direction is ⟨112⟩, 30° from the nearest Burgers vectors, so a real dislocation would contribute only about 0.22 nm to this slip, and the count below is a rough one. To size the effect of whole dislocations, take one isolated plane carrying this slip, which needs a stress above friction of $\tau_d=75.61\times2.863=216.5$ MPa. I solved the force balance for $n$ pairs, with the outermost pair held at the interfaces, and chose the $n$ of lowest energy, using a core cut-off of $b$. The result is 13 pairs and a mean slip of 2.77 nm, 3.3 % below the continuous value.

The interface must hold the leading dislocation. Multiply the force on each dislocation by its position and add. The applied stress contributes $\tau_dL\bar d$. Write $D=\mu b/[2\pi(1-\nu)]$ and let $q_i=\pm1$ be the signs. Each pair of dislocations contributes $q_iq_jbD$, because the distance cancels, and for $n$ of each sign these add to $-nbD$. Free dislocations feel no net force, so the sum equals $L$ times the force on a leading one. Dividing by $Lb$, and using the discrete values $n=13$ and $\bar d=2.77$ nm, the stress on it is

$$\tau_{\rm lead}=\frac{\tau_d\bar d}{b}-\frac{nD}{L}=2.31\ \text{GPa}.$$

For comparison, a sinusoidal estimate of copper's ideal shear strength on {111} along ⟨112⟩ is $\mu_{111}/(2\sqrt2\,\pi)=3.4$ GPa, where $\mu_{111}=30.5$ GPa is the shear modulus on that plane from rough cubic constants. For the isolated plane, the stress on the leading dislocation is about two thirds of this. In the capped film the two ends differ. Near an end, slip grows as the square root of the distance from it, and the leading stress scales with the square of the coefficient. Comparing these coefficients numerically at equal mean slip gives about 2.0 GPa at the substrate and 3.5 GPa at the cap. The sinusoidal estimate is on the high side: first-principles calculations put the relaxed ideal shear strength of copper on this system nearer 2.2 GPa. The example thus asks the cap interface to carry a stress at or above the ideal strength of copper, and the substrate interface one close to the lower value, which real interfaces may well not do. An interface that gives way at a lower stress limits the storage, and with it the early yield.

The example's friction and plane spacing are chosen values, not measured ones. Its hardening is steep: while flowing, the film stress rises at $k/k_{\rm tot}$, about half, of the elastic rate. Real films have several slip families and uneven spacing, and more active planes would soften this response. With $w=500$ nm the relaxation term doubles to 79.2 MPa/nm, $k_{\rm tot}$ becomes 113.0 MPa/nm, and at the same strain reverse yield drops from 150 to about 50 MPa. Of the three changes to $\sigma_{\rm rev}$ sized in this section, this is the largest.

Copper is also elastically anisotropic. The low shear modulus on {111} does not by itself set the back stress, because the field of an edge dislocation involves other elastic constants too. With rough cubic constants ($C_{11}=168$, $C_{12}=121$, $C_{44}=75$ GPa), the factor that replaces $\mu/(1-\nu)=72.7$ GPa in that field is 75.1 GPa, while $M$ falls to 132 GPa. Scaling $k$ by the ratio of the two factors and using the new $M$ gives an estimate of 138 MPa for $\sigma_{\rm rev}$. A silicon substrate is stiffer, roughly 66 GPa. Only one end of each plane meets it, so its effect is modest. For a very thick cap, a numerical solution with the stiffer substrate included raises $k$ by 3 to 5 %, for substrate Poisson ratios from 0.22 to 0.34. Applied to the example as an estimate, this raises $\sigma_{\rm rev}$ to about 155 MPa. Each of these changes leaves the example in tension at reverse yield, though they have not been combined.

Two further conditions bear on the formula itself. If friction varies along the plane, the weakest parts reverse first and the onset is gradual. If diffusion removes stored dislocations during a hold, $\sigma_b$ falls before unloading begins, and the reverse yield point moves towards compression. Thermally activated glide during a hold at peak strain acts the other way: the net stress on the plane still drives forward slip, so $\sigma_b$ rises while the film stress relaxes. The model contains neither process, so it applies to unloading that is fast compared with both.
